**Two true rates of a paralyzable counter from the Lambert W function**

A paralyzable counter with dead time `tau` and true event rate `n` records `m = n exp(-n tau)`, so a reading below `1/(e tau)` has the two solutions `n = -W(-m tau)/tau` on branches 0 and -1. For `m` = 200,000 per second and `tau` = 1 µs the output gives 0.2592 and 2.5426 million per second. The program asserts that these values agree with bracketed root finding, that the hand iterations converge to them, and that the sensitivities match finite differences. An event-by-event simulation, which applies only the dead-time rule, is compared with the recorded rate, the count variance and the response to halving the event rate. The simulated gap distributions at the two true rates differ by at most 0.0055, while a non-paralyzable counter with the same reading differs by 0.0228. The formulas for afterpulses and for incomplete paralysis (restart probability `theta`) are also asserted against simulation. The largest model error printed is a shift of +11.67% in the high rate for `theta` = 0.9.

## Verification by program

```python
"""
Result under test: a paralyzable counter records m = n exp(-n tau), so a
recorded rate m below 1/(e tau) has two possible true rates,
    n = -W(-m tau)/tau, with W the Lambert function on branches 0 and -1.
n: true rate of detection events (1/s), Poisson distributed
m: recorded count rate (1/s);  tau: dead time (s), restarted by every event
theta: probability that an event inside the dead time restarts it
p, d: afterpulse probability and mean afterpulse delay (s)
Simulations apply only the dead-time rule, event by event.
"""
import numpy as np
from scipy.constants import h, c
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw
from scipy.stats import ks_2samp, kstest

rng = np.random.default_rng(20)
tau = 1e-6
m = 2e5
efficiency = 0.5
wavelength = 850e-9
dark_rate = 1e3
p_after, d_after = 0.02, 1e-6
theta_example = 0.9
gate = 1.0
sim_time = 0.5


def recorded(n, dead=tau):
    return n * np.exp(-n * dead)


def recorded_afterpulse(n, p, d):
    late = np.exp(-tau / d)
    return n * (1 + p * late) * np.exp(-n * (tau + p * d * (1 - late)))


def recorded_hybrid(n, theta):
    return theta * n / (np.exp(theta * n * tau) + theta - 1)


def two_roots(model, target):
    """Both true rates by bracketing, without the Lambert function."""
    def excess(n):
        return model(n) - target
    return np.array([brentq(excess, 1.0, 1 / tau),
                     brentq(excess, 1 / tau, 20 / tau)])


def poisson_events(rate):
    number = rng.poisson(rate * sim_time)
    return np.sort(rng.uniform(0, sim_time, number))


def simulate(events, theta=1.0):
    """Times of recorded counts from the dead-time rule alone."""
    restarts = (rng.random(len(events)) < theta).tolist()
    free_at = -1.0
    counts = []
    for t, restart in zip(events.tolist(), restarts):
        if t >= free_at:
            counts.append(t)
            free_at = t + tau
        elif restart:
            free_at = t + tau
    return np.array(counts)


# Lambert branches against bracketed roots
y = m * tau
n_true = np.array([-lambertw(-y, k).real / tau for k in (0, -1)])
roots = two_roots(recorded, m)
assert np.allclose(n_true, roots, rtol=1e-9)

# Number of solutions and position of the maximum
peak = minimize_scalar(lambda x: -recorded(x / tau), bounds=(0.1, 5),
                       method="bounded", options={"xatol": 1e-9})
m_max = 1 / (np.e * tau)
assert abs(peak.x - 1) < 1e-4 and abs(-peak.fun / m_max - 1) < 1e-8
grid = np.linspace(1.0, 30 / tau, 300001)
for target, expected in ((m, 2), (4e5, 0)):
    signs = np.sign(recorded(grid) - target)
    assert np.count_nonzero(np.diff(signs)) == expected
assert abs(lambertw(-4e5 * tau, 0).imag) > 0.1

# Hand iterations
low_steps, high_steps = [0.2], [2.0]
for _ in range(40):
    low_steps.append(y * np.exp(low_steps[-1]))
    high_steps.append(np.log(high_steps[-1] / y))
assert np.allclose([low_steps[-1], high_steps[-1]], roots * tau, rtol=1e-9)

# Sensitivities against finite differences of bracketed roots
gain_m = 1 / (1 - n_true * tau)
gain_tau = n_true * tau / (1 - n_true * tau)
e = 1e-4
fd_m = np.log(two_roots(recorded, m * (1 + e))
              / two_roots(recorded, m * (1 - e))) / (2 * e)
fd_tau = np.log(two_roots(lambda n: recorded(n, tau * (1 + e)), m)
                / two_roots(lambda n: recorded(n, tau * (1 - e)), m)) / (2 * e)
assert np.allclose(gain_m, fd_m, rtol=1e-5)
assert np.allclose(gain_tau, fd_tau, rtol=1e-5)

# Simulated records at both true rates; tolerances are about five sigma
window = 1e-4
var_formula = m * window - m**2 * tau * (2 * window - tau)
edges = np.linspace(0, sim_time, round(sim_time / window) + 1)
half_formula = recorded(n_true / 2)
sim_rate, sim_var, sim_half, gaps, early = [], [], [], [], []
for i, n in enumerate(n_true):
    events = poisson_events(n)
    counts = simulate(events)
    sim_rate.append(len(counts) / sim_time)
    sim_var.append(np.var(np.histogram(counts, edges)[0], ddof=1))
    gaps.append(np.diff(counts))
    early.append(np.mean(gaps[-1] < 2 * tau))
    dimmed = events[rng.random(len(events)) < 0.5]
    sim_half.append(len(simulate(dimmed)) / sim_time)
    assert abs(sim_rate[i] / m - 1) < 0.0125
    assert abs(sim_var[i] / var_formula - 1) < 0.10
    assert abs(early[i] - y) < 0.007
    assert abs(sim_half[i] / half_formula[i] - 1) < 0.02
assert half_formula[0] < m < half_formula[1]

# The two records agree; a non-paralyzable record of equal rate differs
n_nonpar = m / (1 - y)
ks_pair = ks_2samp(gaps[0], gaps[1]).statistic
ks_other = kstest(gaps[0], "expon", args=(tau, 1 / n_nonpar)).statistic
assert ks_pair < 0.012 and ks_other > 0.015

# On the high branch dimming raises the count down to this transmission
ratio = n_true[0] / n_true[1]
trial = np.linspace(0.01, 0.999, 2000)
raised = recorded(trial * n_true[1]) > m
assert np.array_equal(raised, trial > ratio)

# Incomplete paralysis: formula against simulation
sim_hybrid = len(simulate(poisson_events(n_true[1]), theta_example)) / sim_time
assert abs(sim_hybrid / recorded_hybrid(n_true[1], theta_example) - 1) < 0.015
assert abs(recorded_hybrid(n_nonpar, 1e-7) / m - 1) < 1e-5

# Afterpulse formula against simulation, with a strong afterpulse probability
primary = poisson_events(1 / tau)
parents = primary[rng.random(len(primary)) < 0.3]
secondary = parents + rng.exponential(d_after, len(parents))
sim_after = len(simulate(np.sort(np.concatenate([primary, secondary])))) / sim_time
assert abs(sim_after / recorded_afterpulse(1 / tau, 0.3, d_after) - 1) < 0.015
assert abs(sim_after / recorded(1 / tau) - 1) > 0.04

# Sizes of neglected effects and derived quantities
n_tau = two_roots(lambda n: recorded(n, 1.05 * tau), m)
n_after = two_roots(lambda n: recorded_afterpulse(n, p_after, d_after), m)
n_hybrid = two_roots(lambda n: recorded_hybrid(n, theta_example), m)
sigma_m = np.sqrt(m * gate - m**2 * tau * (2 * gate - tau)) / gate
sigma_n = n_true * np.abs(gain_m) * sigma_m / m
power = (n_true - dark_rate) / efficiency * h * c / wavelength


def pair(label, values, form, unit=""):
    print(f"{label}: low {values[0]:{form}}, high {values[1]:{form}} {unit}")


print(f"dead time: {tau*1e6:.1f} us; recorded rate: {m:.0f} 1/s")
print(f"m tau: {y:.3f}; limit 1/e: {1/np.e:.5f}")
print(f"largest recorded rate: {m_max:.0f} 1/s at n = {1/tau:.0f} 1/s")
pair("Lambert W (branches 0, -1)", -n_true * tau, ".6f")
pair("true rate", n_true, ".0f", "1/s")
pair("true rate", n_true / 1e6, ".4f", "million 1/s")
print("low iterates of n tau:", " ".join(f"{x:.5f}" for x in low_steps[:7]))
print("high iterates of n tau:", " ".join(f"{x:.5f}" for x in high_steps[:7]))
pair("live fraction exp(-n tau)", np.exp(-n_true * tau), ".4f")
pair("d ln n / d ln m", gain_m, ".4f")
pair("d ln n / d ln tau", gain_tau, ".4f")
print(f"counting time: {gate:.1f} s; std of recorded rate: {sigma_m:.0f} 1/s")
pair("statistical std of true rate", sigma_n, ".0f", "1/s")
print(f"simulated time per run: {sim_time:.1f} s")
pair("simulated recorded rate", sim_rate, ".0f", "1/s")
print(f"count variance in {window*1e6:.0f} us, formula: {var_formula:.2f}")
print(f"mean count in that window: {m*window:.1f}")
pair("count variance, simulated", sim_var, ".2f")
pair("fraction of gaps below 2 tau, simulated", early, ".4f")
print(f"largest gap-distribution difference, low vs high: {ks_pair:.4f}")
print(f"same, low vs non-paralyzable: {ks_other:.4f}")
pair("recorded rate after halving n, formula", half_formula, ".0f", "1/s")
pair("recorded rate after halving n, simulated", sim_half, ".0f", "1/s")
print(f"transmission n_low/n_high: {ratio:.4f}")
print(f"efficiency: {efficiency:.2f}; wavelength: {wavelength*1e9:.0f} nm")
pair("optical power on detector", power * 1e15, ".1f", "fW")
print(f"dark rate: {dark_rate:.0f} 1/s")
pair("dark share of true rate", 100 * dark_rate / n_true, ".3f", "%")
pair("shift of n if tau is 5% longer", 100 * (n_tau / n_true - 1), "+.2f", "%")
print(f"afterpulse probability: {p_after:.2f}; delay: {d_after*1e6:.1f} us")
pair("shift of n from afterpulses", 100 * (n_after / n_true - 1), "+.2f", "%")
print(f"restart probability theta: {theta_example:.2f}")
pair("true rate with this theta", n_hybrid, ".0f", "1/s")
pair("shift of n from theta", 100 * (n_hybrid / n_true - 1), "+.2f", "%")
print(f"non-paralyzable true rate: {n_nonpar:.0f} 1/s")
print("no test failed")
```

Printed output:

```
dead time: 1.0 us; recorded rate: 200000 1/s
m tau: 0.200; limit 1/e: 0.36788
largest recorded rate: 367879 1/s at n = 1000000 1/s
Lambert W (branches 0, -1): low -0.259171, high -2.542641 
true rate: low 259171, high 2542641 1/s
true rate: low 0.2592, high 2.5426 million 1/s
low iterates of n tau: 0.20000 0.24428 0.25534 0.25818 0.25891 0.25910 0.25915
high iterates of n tau: 2.00000 2.30259 2.44347 2.50286 2.52687 2.53642 2.54019
live fraction exp(-n tau): low 0.7717, high 0.0787 
d ln n / d ln m: low 1.3498, high -0.6482 
d ln n / d ln tau: low 0.3498, high -1.6482 
counting time: 1.0 s; std of recorded rate: 346 1/s
statistical std of true rate: low 606, high 2855 1/s
simulated time per run: 0.5 s
simulated recorded rate: low 200034, high 199606 1/s
count variance in 100 us, formula: 12.04
mean count in that window: 20.0
count variance, simulated: low 12.08, high 11.72 
fraction of gaps below 2 tau, simulated: low 0.1989, high 0.1980 
largest gap-distribution difference, low vs high: 0.0055
same, low vs non-paralyzable: 0.0228
recorded rate after halving n, formula: low 113836, high 356556 1/s
recorded rate after halving n, simulated: low 113220, high 356124 1/s
transmission n_low/n_high: 0.1019
efficiency: 0.50; wavelength: 850 nm
optical power on detector: low 120.7, high 1188.0 fW
dark rate: 1000 1/s
dark share of true rate: low 0.386, high 0.039 %
shift of n if tau is 5% longer: low +1.80, high -7.81 %
afterpulse probability: 0.02; delay: 1.0 us
shift of n from afterpulses: low -0.55, high -1.58 %
restart probability theta: 0.90
true rate with this theta: low 258111, high 2839411 1/s
shift of n from theta: low -0.41, high +11.67 %
non-paralyzable true rate: 250000 1/s
no test failed
```
